# Absorption-Limited Quality Factor of a Silicon Cavity at 1550 nm

## Problem

An optical cavity holds one mode whose field lies wholly in silicon. The vacuum wavelength is \(\lambda=1550\) nm, the refractive index is \(n=3.48\), and light travelling through the silicon loses intensity as \(e^{-\alpha z}\) with \(\alpha=0.01\ \text{cm}^{-1}\). Absorption in the silicon is the only loss. In parts (a) to (c), treat the index as independent of frequency.

The quality factor \(Q\) is defined by the decay of the stored energy \(U\) at angular frequency \(\omega\):

\[
\frac{dU}{dt}=-\frac{\omega}{Q}\,U .
\]

(a) Show that \(Q\) is about \(1.4\times10^{7}\).

(b) The argument in (a) is simplest for a travelling wave, but a cavity mode is a standing wave. Derive \(Q\) again from the absorbed power and the stored field energy, and show that the shape of the cavity does not matter.

(c) Find the energy lost per optical cycle and the width of the resonance.

(d) The index of silicon does vary with frequency. Find how this changes \(Q\), and estimate the size of the change.

(e) Decide what a real device would have to satisfy for the result to apply.

## Hints

1. The coefficient \(\alpha\) gives loss per length, while \(Q\) needs loss per time. What connects the two is the speed at which energy travels.
2. For (b), write the complex index as \(N=n+i\kappa\). The imaginary part of \(N^2\) sets the absorbed power. In a lossless mode the mean electric and magnetic energies are equal, which Maxwell's equations will show.
3. For (c), the response of a driven resonator near \(\omega_0\) is inversely proportional to the distance between the real driving frequency and the complex frequency of the mode.
4. For (d), ask what the geometry of a completely filled cavity holds fixed: the frequency, or the wave number in the material?

## Solution

### (a) From loss per length to loss per time

Without dispersion, energy in the silicon travels at \(c/n\). In a time \(dt\) it covers \(dz=(c/n)\,dt\) and loses the fraction \(\alpha\,dz\). Therefore

\[
\frac{dU}{dt}=-\frac{c\,\alpha}{n}\,U ,
\qquad
\tau=\frac{n}{c\,\alpha},
\]

where \(\tau\) is the time in which the energy falls to \(1/e\). Comparison with the definition of \(Q\) gives \(\omega/Q=1/\tau\). With \(\omega=2\pi c/\lambda\),

\[
Q=\omega\tau=\frac{2\pi c}{\lambda}\,\frac{n}{c\,\alpha}
=\frac{2\pi n}{\lambda\,\alpha}.
\]

The speed of light cancels. The wavelength here is the vacuum value; the shorter wavelength inside the silicon is already accounted for by the factor \(n\).

Both lengths must be in the same unit. With \(\lambda=1.55\times10^{-4}\) cm,

\[
\lambda\alpha=(1.55\times10^{-4}\ \text{cm})(0.01\ \text{cm}^{-1})
=1.55\times10^{-6},
\]

\[
Q=\frac{2\pi\times3.48}{1.55\times10^{-6}}
=\frac{21.87}{1.55\times10^{-6}}
=1.41\times10^{7}.
\]

This is the required value. The lifetime is \(\tau=11.6\) ns, during which the light travels \(c\tau/n=1/\alpha=100\) cm back and forth inside the cavity. Only ideal walls could hold light that long in a cavity under a micrometre across: a bare silicon sphere of that size radiates, and silver walls absorb, enough to keep \(Q\) near \(10^3\) or below.

The meaning of \(\alpha\) matters for a factor of two. If \(0.01\ \text{cm}^{-1}\) described the decay of the field amplitude, the intensity would decay at twice that rate, and \(Q\) would be \(7.05\times10^{6}\).

### (b) The same result from the fields

Let the fields vary as \(e^{-i\omega t}\). A plane wave in the silicon is then proportional to \(e^{iN\omega z/c}\), and its intensity to

\[
\left|e^{i(n+i\kappa)\omega z/c}\right|^2=e^{-2\kappa\omega z/c}.
\]

Setting this equal to \(e^{-\alpha z}\) gives \(\alpha=2\kappa\omega/c=4\pi\kappa/\lambda\), so

\[
\kappa=\frac{\alpha\lambda}{4\pi}
=\frac{1.55\times10^{-6}}{4\pi}
=1.233\times10^{-7}.
\]

The loss is weak, since \(\kappa\ll n\), and the fields of the lossless mode can be used to first order in \(\kappa\).

**Absorbed power.** The relative permittivity is \(N^2=n^2-\kappa^2+2in\kappa\). The polarization is \(\mathbf P=\varepsilon_0(N^2-1)\mathbf E\), and its current is \(\mathbf J=\partial\mathbf P/\partial t=-i\omega\mathbf P\). The mean power absorbed per volume is

\[
\tfrac12\operatorname{Re}(\mathbf J\cdot\mathbf E^*)
=\tfrac12\operatorname{Re}\!\left[-i\omega\varepsilon_0(N^2-1)\right]|\mathbf E|^2
=\tfrac12\,\omega\varepsilon_0\,(2n\kappa)\,|\mathbf E|^2 ,
\]

because \(-i\) times the imaginary part \(2in\kappa\) is real and positive, while the rest of the bracket is imaginary. Integrating over the silicon gives

\[
P=\omega\varepsilon_0 n\kappa\int_{\rm Si}|\mathbf E|^2\,dV .
\]

**Stored energy.** Let \(\varepsilon(\mathbf r)\) be the real relative permittivity, equal to \(n^2\) in the silicon. The lossless mode obeys

\[
\nabla\times\mathbf E=i\omega\mu_0\mathbf H,
\qquad
\nabla\times\mathbf H=-i\omega\varepsilon_0\varepsilon\mathbf E .
\]

Insert these, with the complex conjugate of the second, into the identity

\[
\nabla\cdot(\mathbf E\times\mathbf H^*)
=\mathbf H^*\cdot(\nabla\times\mathbf E)
-\mathbf E\cdot(\nabla\times\mathbf H^*) .
\]

The right side becomes \(i\omega\mu_0|\mathbf H|^2-i\omega\varepsilon_0\varepsilon|\mathbf E|^2\). The integral of the left side is a surface term. It vanishes if the tangential electric field is zero on the walls, or if the fields die away before the surface is reached. Hence

\[
\int\mu_0|\mathbf H|^2dV=\int\varepsilon_0\varepsilon|\mathbf E|^2dV .
\]

The mean electric and magnetic energies are equal, and the total is twice the electric part:

\[
U=\tfrac14\int\left(\varepsilon_0\varepsilon|\mathbf E|^2+\mu_0|\mathbf H|^2\right)dV
=\tfrac12\,\varepsilon_0\int\varepsilon|\mathbf E|^2dV .
\]

**Quality factor.** Define the fraction of electric energy that lies in the silicon,

\[
\Gamma=\frac{n^2\int_{\rm Si}|\mathbf E|^2dV}{\int\varepsilon|\mathbf E|^2dV}.
\]

Then

\[
Q=\frac{\omega U}{P}
=\frac{\int\varepsilon|\mathbf E|^2dV}{2n\kappa\int_{\rm Si}|\mathbf E|^2dV}
=\frac{1}{2n\kappa}\,\frac{n^2}{\Gamma}
=\frac{n}{2\kappa\,\Gamma}.
\]

Full confinement means \(\Gamma=1\). The field integrals then cancel, whatever the shape of the mode, and

\[
Q=\frac{n}{2\kappa}
=\frac{n}{2}\,\frac{4\pi}{\alpha\lambda}
=\frac{2\pi n}{\lambda\alpha},
\]

in agreement with (a). The standing wave has places of strong and weak absorption, but the stored electric energy is distributed in the same way as the absorption.

### (c) Loss per cycle and linewidth

One optical cycle lasts \(2\pi/\omega\). Since \(Q\gg1\), the fraction of energy lost in that time is

\[
\frac{\omega}{Q}\,\frac{2\pi}{\omega}=\frac{2\pi}{Q}=4.45\times10^{-7}.
\]

This equals \(\alpha\lambda/n\), the absorption over one wavelength in the material.

The energy decays at the rate \(\omega_0/Q\), so the field decays at half that rate. The complex frequency of the mode is therefore \(\omega_0-i\omega_0/(2Q)\). A weak drive at a nearby real frequency \(\omega\) produces an energy

\[
U(\omega)\propto
\frac{1}{\left|\omega-\omega_0+i\omega_0/(2Q)\right|^2}
=\frac{1}{(\omega-\omega_0)^2+\left[\omega_0/(2Q)\right]^2}.
\]

It falls to half its peak when \(|\omega-\omega_0|=\omega_0/(2Q)\), so the full width at half maximum is \(\omega_0/Q\). In ordinary frequency \(\nu=\omega/(2\pi)\), with \(\nu=193.4\) THz,

\[
\Delta\nu=\frac{\nu}{Q}
=\frac{193.4\times10^{12}\ \text{Hz}}{1.411\times10^{7}}
=13.7\ \text{MHz}.
\]

The equivalent width in wavelength is \(\lambda/Q=0.11\) pm.

### (d) An index that varies with frequency

Consider a cavity completely filled with silicon and closed by perfectly conducting walls, into which no field penetrates. The field obeys

\[
\nabla\times(\nabla\times\mathbf E)=k^2\mathbf E,
\qquad
k=\frac{N(\omega)\,\omega}{c}.
\]

The walls select the allowed values of \(k\), which are real and do not depend on the filling. What stays fixed when absorption is added is therefore the product \(N\omega\). Let \(\omega_0\) be the lossless frequency, so that \(N(\omega)\,\omega=n(\omega_0)\,\omega_0\), and put \(\omega=\omega_0+\delta\omega\). To first order in the small quantities \(\kappa\) and \(\delta\omega\),

\[
n\omega_0+\frac{d(n\omega)}{d\omega}\,\delta\omega+i\kappa\omega_0=n\omega_0 .
\]

The derivative is the group index of the material, \(n_g=n+\omega\,dn/d\omega\). It follows that

\[
\delta\omega=-\frac{i\kappa\omega_0}{n_g},
\qquad
Q=\frac{\omega_0}{-2\operatorname{Im}\omega}=\frac{n_g}{2\kappa}.
\]

The minus sign gives decay in time for \(e^{-i\omega t}\). The formula also agrees with the picture in (a): energy in a dispersive material travels at \(c/n_g\), not at \(c/n\). If \(n\) is constant, then \(n_g=n\) and the earlier result returns.

For an estimate, represent the electrons of silicon by one oscillator with a resonance energy \(E_0=4\) eV, a rough value for its strong ultraviolet absorption. At photon energy \(E\),

\[
n^2-1=\frac{S\,E_0^2}{E_0^2-E^2},
\]

where the strength \(S\) is chosen so that \(n=3.48\) at the working energy \(E=0.80\) eV. Differentiation gives

\[
2n\frac{dn}{dE}=\frac{2E\,S\,E_0^2}{(E_0^2-E^2)^2}
=\frac{2E\,(n^2-1)}{E_0^2-E^2}.
\]

Multiplying by \(E/(2n)\) and adding \(n\),

\[
n_g=n+\frac{E^2(n^2-1)}{n\,(E_0^2-E^2)}=3.61 .
\]

This model gives \(Q=1.46\times10^{7}\), which is about 4% above the constant-index value. The figure \(1.4\times10^{7}\) thus belongs to the stated assumption of constant index; with dispersion, two-digit rounding gives \(1.5\times10^{7}\).

### (e) Comparison with a real device

The index 3.48 is close to that of crystalline silicon at room temperature, and its material group index is roughly 3.6, near the model value. Silicon nanocavities with \(Q\) of roughly \(10^6\) to \(10^7\) have been made. The result needs the field to lie wholly in the silicon, whereas in these open cavities part of it lies in the surrounding air or glass; Variation 1 shows how this changes the absorption limit. The result also needs bulk absorption to be the only loss, whereas in real devices rough surfaces scatter light, surfaces absorb, and the mode radiates. A device with \(Q=10^6\) loses energy about fourteen times faster than the constant-index result allows for.

The assumed \(\alpha\) also requires few free carriers. With a rough absorption cross-section of \(1.5\times10^{-17}\ \text{cm}^2\) per electron–hole pair, a pair density of

\[
\frac{0.01\ \text{cm}^{-1}}{1.5\times10^{-17}\ \text{cm}^2}
\approx6.7\times10^{14}\ \text{cm}^{-3}
\]

would by itself produce the whole of \(\alpha\). The cross-section is extrapolated from much higher carrier densities, so this figure is uncertain by a factor of two or three.

The light must be weak as well. Two-photon absorption adds \(\beta I\) to the absorption coefficient at intensity \(I\). For a rough \(\beta=0.7\) cm/GW, it equals \(\alpha\) at \(I=\alpha/\beta\approx14\ \text{MW/cm}^2\). Suppose this intensity is uniform over a volume \(V=(\lambda/n)^3=0.088\ \mu\text{m}^3\). Energy density is intensity divided by energy speed, so the stored energy is

\[
U=\frac{I\,V\,n_g}{c}\approx0.15\ \text{fJ},
\]

or about 1200 photons. The linearly absorbed power is then \(\alpha IV\approx13\) nW, and two-photon absorption takes as much again, which by itself halves \(Q\). Compared with a uniform field filling the same volume, the peaks of a standing wave strengthen two-photon absorption at given stored energy, by a factor \(3/2\) in one dimension. If \(V\) is instead the usual mode volume, defined by the peak of the field, the energy is spread more widely than \(V\) and the threshold energy is higher, possibly by a few times. The photon number is therefore only an order of magnitude.

Other nonlinear effects can set in earlier. At this intensity a rough Kerr coefficient \(n_2=4.5\times10^{-14}\ \text{cm}^2/\text{W}\) changes the index by about \(6\times10^{-7}\), more than the change \(2\kappa\) that moves the resonance by one linewidth, as shown below. Under steady driving, two-photon absorption also builds up a pair density \(\beta I^2\tau_c/(2\hbar\omega)\), where \(\tau_c\) is the carrier lifetime. For \(\tau_c=1\) ns this is about \(5.6\times10^{14}\ \text{cm}^{-3}\), which absorbs nearly as strongly as \(\alpha\) itself, so that the total loss is about \(2.8\,\alpha\). These carriers also lower the index by roughly \(1\times10^{-6}\) in a Drude estimate and up to \(6\times10^{-6}\) in empirical fits. That is some 5 to 24 times \(2\kappa\), or about 2 to 8 widths of the already broadened line. A linewidth measurement must stay well below this intensity.

Warming mainly moves the resonance. At fixed \(k\), an index change \(\delta n\) gives \(n_g\,\delta\omega+\omega\,\delta n=0\). The shift equals one linewidth, \(\omega/Q=2\kappa\omega/n_g\), when \(\delta n=2\kappa\). With a rough \(dn/dT=1.8\times10^{-4}\ \text{K}^{-1}\), and thermal expansion neglected, this takes a uniform warming of

\[
\delta T=\frac{2\times1.233\times10^{-7}}{1.8\times10^{-4}\ \text{K}^{-1}}
\approx1.4\ \text{mK}.
\]

A measurement of the linewidth must keep slow drifts of temperature below this while the resonance is scanned. In a very small cavity that is not enough. The mean temperature of a volume \(V\) fluctuates by \(\sqrt{k_BT^2/(c_vV)}\), which for \(V=(\lambda/n)^3\), \(c_v\approx1.6\times10^{6}\ \text{J}\,\text{m}^{-3}\text{K}^{-1}\) and room temperature is about 2.9 mK. These fluctuations are fast and partly average out over the photon lifetime. A rough estimate for a Gaussian mode still gives a line about 15% wider in bulk silicon and about twice as wide in a 220 nm membrane.

## Variation 1: part of the field in air

*A silicon layer of thickness \(d\) and an air layer of thickness \(g\) fill the space between two perfect plane mirrors. At the working wavelength the phase across the silicon is \(\varphi=2\pi nd/\lambda=0.55\pi\). The air gap is the smallest that makes the cavity resonant. Find the absorption-limited \(Q\), with constant index.*

Let \(k_0=2\pi/\lambda\) and \(\theta=k_0g\). The field vanishes at both mirrors, so

\[
E=\sin(nk_0x)\ \text{in silicon},\qquad
E=B\sin[k_0(d+g-x)]\ \text{in air}.
\]

At \(x=d\) the field and its slope are continuous:

\[
\sin\varphi=B\sin\theta,\qquad
n\cos\varphi=-B\cos\theta .
\]

Dividing the first by the second gives \(\tan\theta=-(\tan\varphi)/n\), which fixes the gap. The first condition gives \(B=\sin\varphi/\sin\theta\).

The electric energies follow from \(\int\sin^2u\,du=(2u-\sin2u)/4\). In the silicon, \(n^2\int E^2dx\) is \(n(2\varphi-\sin2\varphi)/(4k_0)\). In the air, \(\int E^2dx\) is \(B^2(2\theta-\sin2\theta)/(4k_0)\). Therefore

\[
\Gamma=\frac{n(2\varphi-\sin2\varphi)}
{n(2\varphi-\sin2\varphi)+B^2(2\theta-\sin2\theta)}=0.889 .
\]

From part (b),

\[
Q=\frac{n}{2\kappa\Gamma}
=\frac{1.411\times10^{7}}{0.889}
=1.59\times10^{7}.
\]

Moving 11% of the electric energy into lossless air raises the absorption limit by the factor \(1/\Gamma\), about 12.5%. As \(\varphi\to\pi\) from below, the required gap closes, \(\Gamma\to1\), and the fully confined result returns. In an open cavity, a larger field outside the silicon may also change the radiation and surface losses, so a higher absorption limit does not by itself mean a higher total \(Q\).

## Variation 2: a mirror that leaks

*A silicon-filled cavity between plane mirrors is ten half-waves long, so \(nL=10\lambda/2\). One mirror is perfect; the other transmits a fraction \(T=5\times10^{-6}\) of the energy that strikes it and absorbs nothing. Find the total \(Q\), with constant index.*

A round trip takes \(t_{\rm r}=2nL/c=10\lambda/c\), or ten optical periods. This treats the mirror as having no depth. A real low-loss mirror with so small a \(T\) is a stack of layers that the field enters. For a quarter-wave stack of silicon and silica on a cavity of about this length, the penetration raises \(Q_{\rm leak}\) by about 4% and \(Q_{\rm abs}\) by about 3%, and by tens of percent in much shorter cavities. The leak removes the fraction \(T\) in that time, so its energy decay rate is \(T/t_{\rm r}\), and

\[
Q_{\rm leak}=\frac{\omega t_{\rm r}}{T}
=\frac{2\pi\times10}{5\times10^{-6}}
=1.257\times10^{7}.
\]

With both losses, the energy remaining after a round trip is the fraction

\[
(1-T)\,e^{-2\alpha L}\approx1-T-2\alpha L ,
\]

since both losses are small. The decay rates add. Each rate is \(\omega\) divided by the corresponding quality factor, so

\[
\frac1Q=\frac1{Q_{\rm abs}}+\frac1{Q_{\rm leak}}
=\frac1{1.411\times10^{7}}+\frac1{1.257\times10^{7}},
\qquad
Q=6.65\times10^{6}.
\]

A leak of five parts in a million per round trip thus more than halves \(Q\) in this short cavity. At fixed \(T\), a longer cavity has a larger \(Q_{\rm leak}\), because the light meets the mirror less often, while \(Q_{\rm abs}\) is unchanged as long as the field does not enter the mirror.

The sum can also be read in reverse. Other losses can only add to \(1/Q\), so a measured \(Q\) in a fully confined, constant-index cavity gives an upper bound on the absorption, \(\alpha\le2\pi n/(\lambda Q)\). In a real silicon cavity the bound is looser. Dispersion replaces \(n\) by \(n_g\) in a filled cavity, and field outside the silicon raises the bound by \(1/\Gamma\) at constant index. The true \(\alpha\) can exceed the simple form by about 4% in a filled cavity, and by about 16% in the geometry of Variation 1 with dispersion included. To obtain \(\alpha\) itself, the other losses must be known.

All numerical values are calculated from the stated model.
